# Columnar Percolation and the Weibull Slope of Dielectric Breakdown, part 1

(Sections cited here and not found follow in the second part.)

## The column model and its local Weibull slope

Two neighbouring metal lines in an interconnect are held at different voltages, and a few tens of nanometres of insulating dielectric separate them. Under a constant stress voltage the leakage current stays small for a long time and then jumps, because a conducting path has formed from one line to the other. Structures drawn to the same design, stressed at the same voltage and temperature, do not fail together. The spread of their lives matters as much as the typical life, since a product must survive until a very small failed fraction is reached, while a stress experiment observes the middle of the distribution. The question is what sets this spread, and how it depends on the thickness that the conducting path has to cross.

Let \(F(t)\) be the fraction of structures that have failed by time \(t\). It is convenient to use the cumulative hazard

\[
H(t)=-\ln[1-F(t)],\qquad F(t)=1-e^{-H(t)} .
\]

A Weibull distribution is one whose hazard is a power of time, \(H=(t/\eta)^{\beta}\). Then \(\ln H=\beta\ln t-\beta\ln\eta\), so a plot of \(\ln H\) against \(\ln t\) is a straight line with slope \(\beta\). At \(t=\eta\) the hazard is 1 and the failed fraction is \(1-e^{-1}\), or 63.2 %. A large slope means a narrow spread of lives on a logarithmic time axis. For a distribution that is not exactly Weibull, the same plot is curved, and the local slope

\[
\beta(t)=\frac{d\ln H}{d\ln t}
\]

takes the place of the constant.

The columnar percolation model describes the dielectric as a stack of small cells. Each cell is a cube of side \(a_0\), the size of the region that one defect makes conducting. A dielectric of thickness \(s\) between electrodes of facing area \(A\) then contains

\[
n=\frac{s}{a_0},\qquad N=\frac{A}{a_0^2},
\]

where \(n\) is the number of cells in a column that runs straight from one electrode to the other and \(N\) is the number of columns. Stress creates defects at random places. They do not move or heal, and they do not influence one another. A cell conducts once it holds at least one defect, and further defects in the same cell change nothing. A column conducts when all its \(n\) cells conduct, so \(n\) is the smallest number of defects that can span the thickness. Neighbouring columns are taken not to exchange current. Breakdown is the moment at which the first column is complete.

Let \(u(t)\) be the mean number of defects created in one cell by time \(t\). If defects arrive independently, the probability that an empty cell receives its first defect between \(t\) and \(t+dt\) is \(du=(du/dt)\,dt\). The probability \(S\) that the cell is still empty therefore obeys \(dS=-S\,du\), with \(S=1\) at \(u=0\). The solution is \(S=e^{-u}\), and the probability that a cell is defective is

\[
\lambda=1-e^{-u}.
\]

For small \(u\) the two quantities agree. For larger \(u\) the probability \(\lambda\) lags behind \(u\), because some defects fall into cells that already conduct and are wasted.

The growth of the defect number with time is taken as a power law,

\[
u(t)=\left(\frac{t}{\tau}\right)^{\alpha}.
\]

Here \(\tau\) is the time at which a cell has received one defect on average. It contains the dependence on field and temperature. The exponent \(\alpha\) is positive. A value below 1 means that defects are created ever more slowly as the stress goes on. The power law is an assumption about the material and not a consequence of percolation; the slope derived below uses it only through the relation \(d\ln u/d\ln t=\alpha\), while the calculated lives use the law itself.

The cells of a column are independent, so the probability that a given column is complete is the product of \(n\) equal factors,

\[
x=\lambda^{n}.
\]

The structure survives only if none of its \(N\) columns is complete. The columns share no cells and are therefore independent as well, which gives

\[
1-F=(1-x)^N=(1-\lambda^n)^N .
\]

Taking minus the logarithm of both sides yields the hazard,

\[
H=-N\ln(1-\lambda^n).
\]

This is a weakest-link law: the hazard is proportional to the number of columns, and the structure lives as long as its weakest column.

The Weibull law appears when defects are sparse. Two replacements are needed. The first is \(-\ln(1-x)\to x\). Since \(-\ln(1-x)=x+x^2/2+\dots\), its relative error is about \(x/2\), which is negligible whenever \(N\) is large and the failed fraction is moderate, because \(x\) is then of order \(1/N\). The second is \(\lambda\to u\). With both,

\[
H\approx N u^n=N\left(\frac{t}{\tau}\right)^{n\alpha}.
\]

Comparison with \(H=(t/\eta)^\beta\) gives

\[
\beta\approx n\alpha,\qquad \eta\approx\tau N^{-1/(n\alpha)} .
\]

The scale follows from setting \(H=1\), so that \((\eta/\tau)^{n\alpha}=1/N\). In this limit the slope is proportional to the number of defects needed to span the thickness.

The reason for the proportionality is the coincidence that a complete column requires. If the time is doubled, the chance that one cell is defective grows by the factor \(2^\alpha\). The chance that \(n\) independent cells are all defective grows by that factor \(n\) times over, hence by \(2^{n\alpha}\). A path that needs many defects is extremely improbable at first and becomes probable within a narrow interval of \(\ln t\). A path that needs one defect has no such sharpening, and its failure times are spread as widely as the arrival times of single defects.

The second replacement is less harmless than the first, because it is made \(n\) times in each column. From the series of the exponential, \(\lambda=u-u^2/2+\dots=u(1-u/2+\dots)\), and therefore to leading order in the exponent

\[
\lambda^n\approx u^n e^{-nu/2}.
\]

The sparse formula for the hazard at a given time thus needs \(nu\ll1\), a stricter condition than \(u\ll1\). The slope is more forgiving. With \(\ln H\approx\ln N+n\ln u-nu/2\) and \(du/d\ln t=\alpha u\), differentiation gives \(\beta\approx n\alpha(1-u/2)\), whose relative correction does not contain \(n\) explicitly. It does contain \(n\) implicitly, because the value of \(u\) at which failure occurs rises with \(n\).

The slope can be found without either replacement. The hazard depends on \(t\) through the chain \(t\to u\to\lambda\to x\to H\), and the logarithmic derivatives of the links multiply:

\[
\beta=\frac{d\ln H}{d\ln x}\;\frac{d\ln x}{d\ln\lambda}\;\frac{d\ln\lambda}{d\ln u}\;\frac{d\ln u}{d\ln t}.
\]

The last factor is \(\alpha\). The second is \(n\), because \(\ln x=n\ln\lambda\). For the third, \(d\lambda/du=e^{-u}\), so

\[
\frac{d\ln\lambda}{d\ln u}=\frac{u\,e^{-u}}{1-e^{-u}}=\frac{u}{e^{u}-1}.
\]

Since \(e^{-u}=1-\lambda\) and \(u=-\ln(1-\lambda)\), this is a function of \(\lambda\) alone,

\[
g(\lambda)=\frac{-(1-\lambda)\ln(1-\lambda)}{\lambda}.
\]

For the first factor, \(dH/dx=N/(1-x)\), and division by \(H/x\) gives

\[
\frac{d\ln H}{d\ln x}=\frac{x}{-(1-x)\ln(1-x)}=\frac{1}{g(x)} .
\]

The same function has appeared again, now inverted and taken at \(x\). The local slope of the column model is therefore

\[
\beta=\alpha\,n\,\frac{g(\lambda)}{g(x)},\qquad x=\lambda^n .
\]

The function \(g\) compares two relative changes: when the mean number of defects grows by one per cent, the fraction of conducting cells grows by about \(g\) per cent. In the form \(u/(e^u-1)\) its behaviour is easy to read. The reciprocal is

\[
\frac{e^u-1}{u}=1+\frac{u}{2}+\frac{u^2}{6}+\dots,
\]

a series with positive coefficients. It starts at 1 and grows with \(u\), so \(g\) starts at 1 and falls steadily as \(u\), and with it \(\lambda\), increases. For \(n=1\) we have \(x=\lambda\), the two factors cancel, and \(\beta=\alpha\) at all times. For \(n\ge2\) and \(0<\lambda<1\) we have \(x<\lambda\), hence \(g(x)>g(\lambda)\) and

\[
\beta<n\alpha .
\]

Within the column model the familiar value \(n\alpha\) is thus an upper bound for every column of two or more cells, approached at early times, when \(\lambda\to0\). For small \(\lambda\), multiplying out \((1-\lambda)(1+\lambda/2+\lambda^2/3+\dots)\) gives

\[
g(\lambda)=1-\frac{\lambda}{2}-\frac{\lambda^2}{6}-\dots,
\]

which agrees to first order with the correction found above.

The time at which a chosen fraction \(F\) has failed follows by running the chain backwards. From \(1-F=(1-x)^N\),

\[
x=1-(1-F)^{1/N},\qquad \lambda=x^{1/n},
\]

and from \(u=-\ln(1-\lambda)\) and \(t=\tau u^{1/\alpha}\),

\[
t_F=\tau\left[-\ln\!\left(1-x^{1/n}\right)\right]^{1/\alpha}.
\]

The effect of area follows from the weakest-link form. At fixed \(n\), write \(H=N h(t)\), where \(h\) does not depend on \(N\). If \(N\) changes while \(F\), and hence \(H\), is held fixed, then \(0=d\ln N+\beta\,d\ln t_F\), because \(d\ln h/d\ln t=\beta\). Therefore

\[
\frac{d\ln t_F}{d\ln N}=-\frac1\beta .
\]

Among structures that differ only in where and when their defects happen to arise, a steep distribution loses little life when the area grows, and a shallow one loses much.

As an example, take two lines 20 nm apart, facing each other over a length of 100 µm and a height of 40 nm, with cells of side 2 nm. Then \(n=20/2=10\), and

\[
N=\frac{(10^5\ \mathrm{nm})(40\ \mathrm{nm})}{(2\ \mathrm{nm})^2}=10^6 .
\]

Let \(\alpha=0.4\), and let \(\tau=10^5\) s at the stress condition of 10 V and 398 K. The field is 10 V over 20 nm, or 5 MV/cm. At 63.2 % failed, \(H=1\) and \(x=1-e^{-1/N}\approx10^{-6}\). The cell probability is

\[
\lambda=(10^{-6})^{1/10}=0.251,
\]

so a quarter of all cells are defective when the typical structure fails. The mean number of defects per cell is \(u=-\ln(1-0.2512)=0.289\), and the life is

\[
t_{63}=10^5\ \mathrm{s}\times(0.2893)^{2.5}=4.50\times10^3\ \mathrm{s},
\]

or 1.25 h. The factor for wasted defects is \(g(\lambda)=0.7488\times0.2893/0.2512=0.862\), while \(g(x)\) differs from 1 by less than one part in a million. The slope is

\[
\beta=0.4\times10\times0.862=3.45 ,
\]

compared with \(n\alpha=4\). The sparse formula for the life gives \(10^5\ \mathrm{s}\times(10^6)^{-1/4}=3.16\times10^3\) s, which is 30 % below the value of the full model. At the true life it would give a hazard of \(10^6\times(0.2893)^{10}\approx4.1\) instead of 1. The sparse limit is therefore a fair guide to the slope here and a poor one to the hazard. The area exponent is \(-1/3.45=-0.29\), so one per cent more area shortens the life by about 0.29 %.

The curvature of the Weibull plot matters when a small failed fraction is inferred from the middle of the distribution. At one failure per million structures, \(x\approx10^{-12}\), and \(\lambda\) is only \(10^{-1.2}=0.063\). Fewer defects are wasted, and the slope is 3.87, closer to 4. The quantile formula gives a life of 108 s. A straight line drawn through the 63.2 % point with the local slope 3.45 would give

\[
4500\ \mathrm{s}\times(10^{-6})^{1/3.45}\approx82\ \mathrm{s}.
\]

In this model and for these numbers the straight line errs on the cautious side, by about a quarter of the model's life. That conclusion rests on straight, isolated columns, on the assumed growth law, and on structures that hold no defects before the stress begins and are identical apart from the random positions and arrival times of their defects.

For straight, isolated columns in otherwise identical structures, the local Weibull slope is now known without the sparse-defect approximation, and for two or more cells per column it stays below \(n\alpha\). It remains to show whether the slope always grows with thickness, and what changes when paths can wind and structures differ from one another.
